# Density-matrix embedding of one site of Hückel benzene: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Density-matrix-embedding bath of one site of Hueckel benzene.

Result under test: for site 0 of a six-site ring with six electrons the bath is
the single orbital b = (2/3)(|1> + |5>) - (1/3)|3>.
P    : one-electron density matrix per spin (projector on occupied orbitals)
beta : neighbour coupling (eV); site energy alpha is the zero of energy
U    : effective on-site repulsion (eV), used to size what the model neglects
"""
from itertools import combinations
import numpy as np
from scipy import constants
from pyscf import gto, scf

N_SITES = 6
beta = -2.5
U = 5.0
temperature = 300.0


def ring(first, second=None, next_neighbour=0.0):
    """Ring Hamiltonian with alternating bonds and second-neighbour coupling."""
    second = first if second is None else second
    h = np.zeros((N_SITES, N_SITES))
    for i in range(N_SITES):
        j, k = (i + 1) % N_SITES, (i + 2) % N_SITES
        h[i, j] = h[j, i] = first if i % 2 == 0 else second
        h[i, k] = h[k, i] = next_neighbour
    return h


def occupied_orbitals(h):
    return np.linalg.eigh(h)[1][:, :3]


def density(h):
    c = occupied_orbitals(h)
    return c @ c.T


def normalized_column(p):
    """Environment part of the fragment column, normalized."""
    v = p[1:, 0]
    return v / np.linalg.norm(v)


def show(values):
    return " ".join(f"{x + 0.0:.4f}" for x in np.round(values, 10))


# Density matrix and bath: numerical diagonalization against closed forms
h = ring(beta)
levels = np.linalg.eigvalsh(h)
P = density(h)
distance = np.arange(N_SITES)
P_formula = (1 + 2 * np.cos(np.pi * distance / 3)) / 6
assert np.allclose(P[0], P_formula, atol=1e-12)
b_claim = np.array([2, 0, -1, 0, 2]) / 3
bath = normalized_column(P)
assert np.allclose(bath, b_claim, atol=1e-12)
column_norm2 = np.sum(P[1:, 0] ** 2)
assert np.isclose(column_norm2, P[0, 0] * (1 - P[0, 0]))

# Independent road 1: the only fractional eigenvector of the environment block
env_occ, env_vec = np.linalg.eigh(P[1:, 1:])
assert np.allclose(env_occ, [0, 0, 0.5, 1, 1], atol=1e-12)
assert np.isclose(abs(env_vec[:, 2] @ b_claim), 1.0)

# Independent road 2: expand the three-electron determinant of one spin.
# A: environment state with site 0 empty; B: with site 0 filled.
C = occupied_orbitals(h)
A = {s: np.linalg.det(C[list(s)]) for s in combinations(range(1, 6), 3)}
B = {s: np.linalg.det(C[[0] + list(s)]) for s in combinations(range(1, 6), 2)}
created = dict.fromkeys(A, 0.0)
for s, amplitude in B.items():
    for j in range(1, 6):
        if j not in s:
            sign = (-1) ** sum(k < j for k in s)
            created[tuple(sorted(s + (j,)))] += sign * b_claim[j - 1] * amplitude
determinant_error = max(abs(A[s] - created[s]) for s in A)
weight_empty = sum(x**2 for x in A.values())
assert determinant_error < 1e-12
assert np.isclose(weight_empty, 0.5)

# Embedded two-orbital problem and the unentangled core
W = np.zeros((N_SITES, 2))
W[0, 0] = 1
W[1:, 1] = bath
h_emb = W.T @ h @ W
P_emb = W.T @ P @ W
emb_levels, emb_orbitals = np.linalg.eigh(h_emb)
assert np.allclose(h_emb, [[0, 4 * beta / 3], [4 * beta / 3, 0]], atol=1e-12)
assert np.allclose(np.outer(emb_orbitals[:, 0], emb_orbitals[:, 0]), P_emb)
core = P - W @ P_emb @ W.T
assert np.allclose(core @ core, core) and np.isclose(np.trace(core), 2)
assert np.allclose(core[0], 0, atol=1e-12)
core_energy = np.trace(core @ h)
assert np.isclose(core_energy, 8 * beta / 3)
site_energy = 2 * h_emb[0, 1] * P_emb[0, 1]
total_energy = 2 * levels[:3].sum()
assert np.isclose(6 * site_energy, total_energy)
assert np.isclose(total_energy, 8 * beta)

# Scope: symmetric change leaves the bath alone, bond alternation does not
bath_second = normalized_column(density(ring(beta, next_neighbour=0.1 * beta)))
assert np.allclose(bath_second, b_claim, atol=1e-12)
bath_alternating = normalized_column(density(ring(1.1 * beta, 0.9 * beta)))
assert abs(bath_alternating[0] - bath_alternating[4]) > 0.01

# Real molecule: restricted Hartree-Fock, STO-3G, regular hexagon
cc_length, ch_length = 1.39, 1.09
atoms = []
for element, radius in (("C", cc_length), ("H", cc_length + ch_length)):
    for i in range(N_SITES):
        angle = np.pi * i / 3
        atoms.append((element, (radius * np.cos(angle), radius * np.sin(angle), 0.0)))
mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
s_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
P_all = s_half @ mf.make_rdm1() @ s_half / 2
pz = [i for i, label in enumerate(mol.ao_labels()) if "2pz" in label]
phase_free_P = P_all[np.ix_(pz, pz)]
assert len(pz) == 6 and np.isclose(np.trace(phase_free_P), 3, atol=1e-6)
bath_molecule = normalized_column(phase_free_P)
assert np.allclose(bath_molecule, b_claim, atol=1e-5)  # SCF convergence error

# Electron repulsion: full diagonalization of the six-site Hubbard ring
configs = list(combinations(range(N_SITES), 3))
index = {s: n for n, s in enumerate(configs)}


def transfer(i, j):
    """Matrix of (create on i)(annihilate on j) for three same-spin electrons."""
    m = np.zeros((len(configs), len(configs)))
    for col, occ in enumerate(configs):
        if j not in occ:
            continue
        rest = tuple(s for s in occ if s != j)
        if i in rest:
            continue
        sign = (-1) ** (occ.index(j) + sum(s < i for s in rest))
        m[index[tuple(sorted(rest + (i,)))], col] = sign
    return m


T = {(i, j): transfer(i, j) for i in range(N_SITES) for j in range(N_SITES)}
hop = sum(h[i, j] * T[i, j] for i, j in T)
one = np.eye(len(configs))
pairs = np.array([[len(set(a) & set(c)) for c in configs] for a in configs])
H_free = np.kron(hop, one) + np.kron(one, hop)
assert np.isclose(np.linalg.eigvalsh(H_free)[0], 6 * site_energy)
E_full, states = np.linalg.eigh(H_free + U * np.diag(pairs.ravel()))
assert E_full[1] - E_full[0] > 1e-3
psi = states[:, 0].reshape(len(configs), len(configs))
P_corr = np.array([[np.sum(psi * (T[i, j] @ psi)) for j in range(N_SITES)]
                   for i in range(N_SITES)])
D_full = np.sum(pairs * psi**2) / N_SITES
natural = np.linalg.eigvalsh(P_corr)[::-1]
bath_corr = normalized_column(P_corr)
E_mean = total_energy + N_SITES * U / 4

# One-shot embedding: U on the fragment, mean-field shift U/2 on the bath
h_imp = h_emb + np.diag([0, U / 2])
H_imp = np.kron(h_imp, np.eye(2)) + np.kron(np.eye(2), h_imp)
H_imp[0, 0] += U
phi = np.linalg.eigh(H_imp)[1][:, 0].reshape(2, 2)
gamma = phi @ phi.T
D_emb = phi[0, 0] ** 2
E_emb = N_SITES * (2 * h_emb[0, 1] * gamma[0, 1] + U * D_emb)
t = 4 * abs(beta) / 3
R = np.sqrt(U**2 / 16 + 4 * t**2)
assert np.isclose(gamma[0, 0], 0.5)
assert np.isclose(D_emb, (1 - U / (4 * R)) / 4)
assert np.isclose(gamma[0, 1], t / R)
assert abs(E_emb - E_full[0]) < abs(E_mean - E_full[0])

# Thermal depletion of the highest filled level, chemical potential at midgap
kT = constants.k * temperature / constants.e
depletion = 1 / (np.exp(abs(beta) / kT) + 1)

print(f"Input coupling beta: {beta:.2f} eV")
print(f"Input effective repulsion U: {U:.2f} eV")
print("Hueckel levels relative to alpha (eV):", show(levels))
print("Density matrix row P_0j, j=0..5:", show(P[0]))
print(f"Squared norm of environment column: {column_norm2:.4f}")
print("Bath amplitudes on sites 1..5:", show(bath))
print("Eigenvalues of environment block:", show(env_occ))
print(f"Weight of determinant with site 0 empty: {weight_empty:.4f}")
print(f"Largest error of A = b^dagger B: {determinant_error:.1e}")
print(f"Fragment-bath coupling: {h_emb[0, 1]:.4f} eV")
print("Embedded levels (eV):", show(emb_levels))
print(f"Fragment-bath density matrix element: {P_emb[0, 1]:.4f}")
print(f"Core energy per spin: {core_energy:.4f} eV")
print(f"Energy per site from embedding: {site_energy:.4f} eV")
print(f"Total Hueckel energy: {total_energy:.4f} eV")
print("Bath with second-neighbour coupling 0.1 beta:", show(bath_second))
print("Bath with bonds 1.1 beta and 0.9 beta:", show(bath_alternating))
print(f"Molecule: C-C {cc_length:.2f} angstrom, C-H {ch_length:.2f} angstrom")
print("Bath from RHF/STO-3G benzene:", show(bath_molecule))
print(f"Hubbard ring, mean-field energy: {E_mean:.4f} eV")
print(f"Hubbard ring, one-shot embedding energy: {E_emb:.4f} eV")
print(f"Hubbard ring, full diagonalization energy: {E_full[0]:.4f} eV")
print(f"Mean-field energy error: {E_mean - E_full[0]:.4f} eV")
print(f"Embedding energy error: {E_emb - E_full[0]:.4f} eV")
print(f"Embedded P_0b with repulsion: {gamma[0, 1]:.4f}")
print(f"Double occupancy, mean field: {P[0, 0]**2:.4f}")
print(f"Double occupancy, embedding: {D_emb:.4f}")
print(f"Double occupancy, full diagonalization: {D_full:.4f}")
print("Correlated density matrix row P_0j:", show(P_corr[0]))
print("Correlated natural occupations per spin:", show(natural))
print("Normalized correlated environment column:", show(bath_corr))
print(f"Thermal energy at {temperature:.0f} K: {kT:.5f} eV")
print(f"Thermal depletion of highest filled level: {depletion:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input coupling beta: -2.50 eV
Input effective repulsion U: 5.00 eV
Hueckel levels relative to alpha (eV): -5.0000 -2.5000 -2.5000 2.5000 2.5000 5.0000
Density matrix row P_0j, j=0..5: 0.5000 0.3333 0.0000 -0.1667 0.0000 0.3333
Squared norm of environment column: 0.2500
Bath amplitudes on sites 1..5: 0.6667 0.0000 -0.3333 0.0000 0.6667
Eigenvalues of environment block: 0.0000 0.0000 0.5000 1.0000 1.0000
Weight of determinant with site 0 empty: 0.5000
Largest error of A = b^dagger B: 1.4e-16
Fragment-bath coupling: -3.3333 eV
Embedded levels (eV): -3.3333 3.3333
Fragment-bath density matrix element: 0.5000
Core energy per spin: -6.6667 eV
Energy per site from embedding: -3.3333 eV
Total Hueckel energy: -20.0000 eV
Bath with second-neighbour coupling 0.1 beta: 0.6667 0.0000 -0.3333 0.0000 0.6667
Bath with bonds 1.1 beta and 0.9 beta: 0.7603 0.0000 -0.3236 0.0000 0.5632
Molecule: C-C 1.39 angstrom, C-H 1.09 angstrom
Bath from RHF/STO-3G benzene: 0.6667 0.0000 -0.3333 0.0000 0.6667
Hubbard ring, mean-field energy: -12.5000 eV
Hubbard ring, one-shot embedding energy: -13.5396 eV
Hubbard ring, full diagonalization energy: -13.5236 eV
Mean-field energy error: 1.0236 eV
Embedding energy error: -0.0160 eV
Embedded P_0b with repulsion: 0.4914
Double occupancy, mean field: 0.2500
Double occupancy, embedding: 0.2039
Double occupancy, full diagonalization: 0.1808
Correlated density matrix row P_0j: 0.5000 0.3158 0.0000 -0.1519 0.0000 0.3158
Correlated natural occupations per spin: 0.9797 0.9677 0.9677 0.0323 0.0323 0.0203
Normalized correlated environment column: 0.6695 0.0000 -0.3219 0.0000 0.6695
Thermal energy at 300 K: 0.02585 eV
Thermal depletion of highest filled level: 1.0e-42
ALL CHECKS PASSED
```
